\section*{Stark components of Lyman alpha and Balmer alpha from parabolic matrix elements, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

A hydrogen atom, treated without spin and relativity, with reduced mass $\mu$, is placed in a uniform static field $F$ along $z$.
\begin{enumerate}
\item[(a)] Find the eigenstates of the field-free atom in parabolic coordinates $\xi=r+z$, $\eta=r-z$, $\varphi$, and the energy shifts to first order in $F$.
\item[(b)] Find the selection rules and the angular distribution of electric dipole emission between these states.
\item[(c)] Find the positions and relative intensities of the components polarized along the field ($\pi$) and across it ($\sigma$) for Lyman $\alpha$ ($n=2\to1$) and Balmer $\alpha$ ($n=3\to2$), seen perpendicular to the field, with all upper states equally populated.
\item[(d)] Check the intensities by a sum rule. How does Lyman $\alpha$ change if the upper states are fed at equal rates instead?
\item[(e)] Evaluate the patterns at $F=10^7$ V/m and state the conditions under which they hold.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Parabolic states and first-order shifts}

The potential is $-Fz$, so the electron (charge $-e$) and proton together have energy $eF(z_e-z_p)=eFz$, with $z$ the relative coordinate, and $H=H_0+eFz$. Lengths are measured in $a=4\pi\varepsilon_0\hbar^2/(\mu e^2)$, energies in $E_a=\hbar^2/(\mu a^2)$ and fields in $F_0=E_a/(ea)$. Then $H_0=-\tfrac12\nabla^2-1/r$.

From the definitions, $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$, and the distance from the axis is $\rho=\sqrt{r^2-z^2}=\sqrt{\xi\eta}$. With $d\rho=(\eta\,d\xi+\xi\,d\eta)/(2\sqrt{\xi\eta})$ and $dz=(d\xi-d\eta)/2$, the cross terms $\pm\tfrac12d\xi\,d\eta$ cancel in $d\rho^2+dz^2$:
\begin{equation}
ds^2=\frac{\xi+\eta}{4\xi}d\xi^2+\frac{\xi+\eta}{4\eta}d\eta^2+\xi\eta\,d\varphi^2,\qquad dV=\frac{\xi+\eta}{4}\,d\xi\,d\eta\,d\varphi .
\end{equation}
For orthogonal coordinates $\nabla^2=h^{-1}\sum_i\partial_i(h\,h_i^{-2}\partial_i)$ with $h=h_1h_2h_3=(\xi+\eta)/4$, so
\begin{equation}
\nabla^2=\frac{4}{\xi+\eta}\left[\partial_\xi\,\xi\,\partial_\xi+\partial_\eta\,\eta\,\partial_\eta\right]+\frac{1}{\xi\eta}\partial_\varphi^2 .
\end{equation}
Write $E=-1/(2n^2)$ with $n$ still unknown, put $\psi=u_1(\xi)u_2(\eta)e^{im\varphi}$, and multiply $(H_0-E)\psi=0$ by $-(\xi+\eta)/2$. Since $(\xi+\eta)/(4\xi\eta)=1/(4\xi)+1/(4\eta)$ and the Coulomb term becomes $+1$, the equation separates:
\begin{equation}
(\xi u_1')'-\frac{m^2}{4\xi}u_1-\frac{\xi}{4n^2}u_1+\beta_1u_1=0,\qquad \beta_1+\beta_2=1,
\end{equation}
and the same for $u_2(\eta)$ with $\beta_2$. With $t=\xi/n$, multiplication by $n$ gives $(tf')'-[m^2/(4t)+t/4-n\beta_1]f=0$. Let $M=|m|$. Near $t=0$ the solutions behave as $t^{\pm M/2}$ (as $1$ and $\ln t$ for $M=0$), and the regular one is kept: $f=gL$, $g=t^{M/2}e^{-t/2}$. Then $tg'=\tfrac12(M-t)g$, $tf'=g[\tfrac12(M-t)L+tL']$, and
\begin{equation}
(tf')'=g\left[tL''+(M+1-t)L'+\left(\frac{M^2}{4t}-\frac{M}{2}+\frac{t}{4}-\frac12\right)L\right].
\end{equation}
The terms $M^2/(4t)$ and $t/4$ cancel, leaving $tL''+(M+1-t)L'+pL=0$ with $p=n\beta_1-(M+1)/2$. For $L=\sum c_jt^j$ this means $c_{j+1}/c_j=(j-p)/[(j+1)(j+M+1)]$. The ratio tends to $1/j$, so $L$ grows as $e^t$ and $f$ is not normalizable unless $p$ is an integer $\ge0$. Calling the integers $n_1$ and $n_2$ and adding $n\beta_1+n\beta_2=n$,
\begin{equation}
n=n_1+n_2+|m|+1 .
\end{equation}

The polynomial is $L_p^M=\frac{1}{p!}t^{-M}e^t\,\partial_t^p(e^{-t}t^{p+M})$: the Leibniz rule gives $c_j=(-1)^j(p+M)!/[(p-j)!(j+M)!\,j!]$, which obeys the recursion. For any polynomial $q$, $p$ integrations by parts (the boundary terms vanish) give
\begin{equation}
\int_0^\infty t^Me^{-t}L_p^Mq\,dt=\frac{(-1)^p}{p!}\int_0^\infty e^{-t}t^{p+M}q^{(p)}dt .
\label{parts}
\end{equation}
For $q=L_{p'}^M$ with $p'<p$ this is zero. For $q=L_p^M$, $q^{(p)}=p!\,c_p=(-1)^p$ and the integral is $(p+M)!/p!$. Hence
\begin{equation}
f_{pm}(t)=\sqrt{\frac{p!}{(p+M)!}}\;t^{M/2}e^{-t/2}L_p^M(t),\qquad \int_0^\infty f_{pm}f_{p'm}\,dt=\delta_{pp'} .
\end{equation}
For $q=t^wL_p^M$ the term $c_jt^{j+w}$ contributes $c_j(j+w)!\,(j+w+M)!/(j+w-p)!$ if $j\ge p-w$. With $P=p+M$, the ratios $c_{p-1}/c_p=-pP$ and $c_{p-2}/c_p=\tfrac12p(p-1)P(P-1)$, and division of everything by $p!\,P!$,
\begin{align}
\langle t\rangle&=(p+1)(P+1)-pP=2p+M+1,\\
\langle t^2\rangle&=\tfrac12(p+1)(p+2)(P+1)(P+2)-pP(p+1)(P+1)\nonumber\\
&\quad+\tfrac12p(p-1)P(P-1)\nonumber\\
&=p^2+P^2+4pP+3p+3P+2\nonumber\\
&=6p^2+6pM+M^2+6p+3M+2 .
\end{align}
In the second line the terms $p^2P^2$, $p^2P$ and $pP^2$ cancel between the three products.

Take $\psi=C f_{n_1m}(\xi/n)f_{n_2m}(\eta/n)e^{im\varphi}/\sqrt{2\pi}$. With $\xi=nt_1$, $\eta=nt_2$ the norm is $C^2(n^3/4)(\langle t_1\rangle+\langle t_2\rangle)=C^2(n^3/4)(2n)$, so $C=\sqrt2/n^2$. States are labelled $(n_1n_2m)$.

The perturbation $Fz$ must be diagonalized within each shell. It does not depend on $\varphi$, so it conserves $m$. With $z\,dV=\tfrac18(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$,
\begin{equation}
\langle n_1'n_2'm|z|n_1n_2m\rangle=\frac{2}{n^4}\frac{n^4}{8}\left[\langle t^2\rangle_{n_1'n_1}\delta_{n_2'n_2}-\delta_{n_1'n_1}\langle t^2\rangle_{n_2'n_2}\right].
\end{equation}
At fixed $n$ and $m$ the sum $n_1+n_2$ is fixed, so $n_1'\ne n_1$ forces $n_2'\neq n_2$ and both deltas vanish: the parabolic states already diagonalize $z$. On the diagonal the bracket is $6(n_1^2-n_2^2)+6(M+1)(n_1-n_2)=6n(n_1-n_2)$, so
\begin{equation}
\langle z\rangle=\tfrac32\,n(n_1-n_2)\,a,\qquad \Delta E=\tfrac32\,n(n_1-n_2)\,eaF .
\end{equation}
A state with $n_1>n_2$ has its electron displaced towards $+z$, against the force $-eF$, and is raised. The shift is linear because these states carry a permanent dipole moment. A transition $(n_1n_2m)\to(n_1'n_2'm')$ is displaced by
\begin{equation}
\Delta\nu=N\nu_S,\quad \nu_S=\frac{3eaF}{2h},\quad N=n(n_1-n_2)-n'(n_1'-n_2'),
\end{equation}
with $N>0$ on the blue side.

\subsection*{(b) Emission pattern and dipole elements}

In the dipole approximation the coupling to the radiation field is $e\,\mathbf r\cdot\mathbf E$. Creating one photon of real polarization $\boldsymbol\epsilon$ in a volume $V$ has field amplitude $\sqrt{\hbar\omega/(2\varepsilon_0V)}$, and the number of modes per energy in $d\Omega$ is $V\omega^2d\Omega/[(2\pi c)^3\hbar]$. The golden rule gives
\begin{equation}
\frac{d\Gamma}{d\Omega}=\frac{2\pi}{\hbar}\,\frac{e^2\hbar\omega}{2\varepsilon_0V}\,\frac{V\omega^2}{8\pi^3c^3\hbar}\,|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2=\frac{e^2\omega^3}{8\pi^2\varepsilon_0\hbar c^3}\,|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2 .
\end{equation}
The power is $\hbar\omega$ times this and times the population of the upper state. The factor $\omega^4$ is taken as constant across one pattern; its variation is of first order in $F$ and is evaluated in (e). The matrix elements are those of the zero-order parabolic states.

Let $\Delta=m-m'$. The $\varphi$ average of $e^{i\Delta\varphi}$ is $\delta_{\Delta0}$, which applies to $z$. For $x=\rho\cos\varphi$ the average is $\tfrac12$ at $\Delta=\pm1$ and zero otherwise. For $y=\rho\,(e^{i\varphi}-e^{-i\varphi})/2i$ it is $-1/2i=i/2$ at $\Delta=+1$ and $-i/2$ at $\Delta=-1$. So either $\Delta=0$ and $\mathbf r_{fi}=(0,0,z_{fi})$, or $\Delta=\pm1$ and $\mathbf r_{fi}=x_{fi}(1,i\Delta,0)$, with $x_{fi}$, $z_{fi}$ real. Within one shell $z$ is diagonal, as shown in (a). In the two lines treated below, which join different shells, neither $n_1$ nor $n_2$ obeys a rule of its own; the reflection $z\to-z$ makes $z_{fi}$ vanish when both $n_1=n_2$ and $n_1'=n_2'$, but with $m=m'$ this needs $n-n'$ even and does not occur in these two lines.

For a photon in direction $(\vartheta,\chi)$ take $\boldsymbol\epsilon_1=(\cos\vartheta\cos\chi,\cos\vartheta\sin\chi,-\sin\vartheta)$ and $\boldsymbol\epsilon_2=(-\sin\chi,\cos\chi,0)$. For $\Delta=0$ the squared projections are $z_{fi}^2\sin^2\vartheta$ and $0$. For $\Delta=\pm1$ the projections are $x_{fi}\cos\vartheta\,e^{i\Delta\chi}$ and $i\Delta\,x_{fi}e^{i\Delta\chi}$, with squares $x_{fi}^2\cos^2\vartheta$ and $x_{fi}^2$. With equal populations,
\begin{equation}
I_N(\vartheta)\propto S_\pi(N)\sin^2\vartheta+S_\sigma(N)(1+\cos^2\vartheta),
\label{pattern}
\end{equation}
where $S_\pi=\sum z_{fi}^2$ and $S_\sigma=\sum x_{fi}^2$ run over all transitions with given $N$. At $\vartheta=\pi/2$, $S_\pi$ appears in $\boldsymbol\epsilon_1$ (along the field) and $S_\sigma$ in $\boldsymbol\epsilon_2$ (across it), so these are the required intensities. Along the field the $\pi$ components vanish and the $\sigma$ components have weight $2S_\sigma$.

Define
\begin{equation}
I_w(p\to p')=\int_0^\infty\xi^w f_{pm}(\xi/n)\,f_{p'm'}(\xi/n')\,d\xi .
\end{equation}
The normalization constants multiply to $2/(n^2n'^2)$. For $z$ the weight is $\tfrac18(\xi^2-\eta^2)$. For $x$ it is $\tfrac12\cdot\tfrac14\sqrt{\xi\eta}\,(\xi+\eta)=\tfrac18(\xi^{3/2}\eta^{1/2}+\xi^{1/2}\eta^{3/2})$, the $\tfrac12$ coming from $\cos\varphi$. With argument 1 for $n_1\to n_1'$ and 2 for $n_2\to n_2'$,
\begin{align}
z_{fi}&=\frac{I_2(1)I_0(2)-I_0(1)I_2(2)}{4n^2n'^2},\label{zel}\\
x_{fi}&=\frac{I_{3/2}(1)I_{1/2}(2)+I_{1/2}(1)I_{3/2}(2)}{4n^2n'^2}.\label{xel}
\end{align}
The power of $\xi$ is $(M+M')/2+w$, an integer in both cases, so each integrand is a polynomial times $e^{-s\xi}$ with $s=\tfrac12(1/n+1/n')$, and each term is $J_j=\int_0^\infty\xi^je^{-s\xi}d\xi=j!/s^{j+1}$.

Two symmetries reduce the work. The integrals depend on $|m|$ and $|m'|$, so reversing both signs repeats a transition: its multiplicity is 2, except for $m=m'=0$. Exchanging $n_1\leftrightarrow n_2$ and $n_1'\leftrightarrow n_2'$ (the reflection $z\to-z$) reverses $N$ and $z_{fi}$ and keeps $x_{fi}$, so $S(-N)=S(N)$.

\subsection*{(c) The two lines}

\paragraph{Lyman $\alpha$.} The upper states are $(100)$, $(010)$, $(00\,{\pm1})$ with $n(n_1-n_2)=2,-2,0$; the lower state $(000)$ is unshifted. Here $s=3/4$, $J_0,\dots,J_3=\frac43,\frac{16}9,\frac{128}{27},\frac{512}{27}$, and $4n^2n'^2=16$. Without exponentials the upper functions are $1$, $1-\xi/2$ and $(\xi/2)^{1/2}$. For $m=0$: $I_0(0\to0)=\frac43$, $I_2(0\to0)=\frac{128}{27}$, $I_0(1\to0)=J_0-\frac12J_1=\frac49$, $I_2(1\to0)=J_2-\frac12J_3=-\frac{128}{27}$. For $m=1\to0$: $I_{1/2}=J_1/\sqrt2$, $I_{3/2}=J_2/\sqrt2$. Then
\begin{align}
z_{(100)}&=\frac1{16}\left[-\frac{128}{27}\cdot\frac43-\frac49\cdot\frac{128}{27}\right]=-\frac{2^7}{3^5},\\
x_{(001)}&=\frac1{16}\cdot2\cdot\frac12\cdot\frac{16}{9}\cdot\frac{128}{27}=+\frac{2^7}{3^5},
\end{align}
that is $\mp0.52675\,a$. In the unit $U_{\rm Ly}=2^{14}a^2/3^{10}=0.27746\,a^2$,
\begin{equation}
S_\pi(\pm2)=1,\qquad S_\sigma(0)=2 .
\end{equation}

\paragraph{Balmer $\alpha$.} The upper values of $n(n_1-n_2)$ are $6,0,-6$ for $(200),(110),(020)$, $3,-3$ for $(10\,{\pm1}),(01\,{\pm1})$, and $0$ for $(00\,{\pm2})$. The lower values are those of $n=2$. Here $s=5/12$, $4n^2n'^2=144$, and
\[
J_0,\dots,J_5=\tfrac{12}{5},\ \tfrac{144}{25},\ \tfrac{3456}{125},\ \tfrac{124416}{625},\ \tfrac{5971968}{3125},\ \tfrac{71663616}{3125}.
\]
From $L_1^0=1-t$, $L_2^0=1-2t+t^2/2$, $L_1^1=2-t$ and $t=\xi/3$, the upper functions without exponentials are $1$, $1-\xi/3$, $1-2\xi/3+\xi^2/18$ for $m=0$; $(\xi/3)^{1/2}$, $(\xi/6)^{1/2}(2-\xi/3)$ for $|m|=1$; $\xi/(3\sqrt2)$ for $|m|=2$. The lower ones are those listed above. In the tables $Q$ is the polynomial of the first integral; $\xi^j\to J_j$ gives that integral, and $\xi^2Q$ ($\pi$) or $\xi Q$ ($\sigma$) gives the second.

\begin{center}
\begin{tabular}{cclcc}
$m\to m'$ & $p\to p'$ & $Q$ & $I_0$ & $I_2$\\
$0\to0$ & $0\to0$ & $1$ & $\frac{12}{5}$ & $\frac{3456}{125}$\\
 & $0\to1$ & $1-\frac\xi2$ & $-\frac{12}{25}$ & $-\frac{44928}{625}$\\
 & $1\to0$ & $1-\frac\xi3$ & $\frac{12}{25}$ & $-\frac{24192}{625}$\\
 & $1\to1$ & $1-\frac{5\xi}6+\frac{\xi^2}6$ & $\frac{276}{125}$ & $\frac{563328}{3125}$\\
 & $2\to0$ & $1-\frac{2\xi}3+\frac{\xi^2}{18}$ & $\frac{12}{125}$ & $\frac{3456}{3125}$\\
 & $2\to1$ & $1-\frac{7\xi}6+\frac{7\xi^2}{18}-\frac{\xi^3}{36}$ & $\frac{564}{625}$ & $-\frac{307584}{3125}$\\
$1\to1$ & $0\to0$ & $\xi/\sqrt6$ & $\frac{24\sqrt6}{25}$ & $\frac{20736\sqrt6}{625}$\\
 & $1\to0$ & $(2\xi-\frac{\xi^2}3)/\sqrt{12}$ & $\frac{48\sqrt3}{125}$ & $-\frac{124416\sqrt3}{3125}$
\end{tabular}
\end{center}
\begin{center}
\begin{tabular}{cclcc}
$m\to m'$ & $p\to p'$ & $Q$ & $I_{1/2}$ & $I_{3/2}$\\
$0\to1$ & $0\to0$ & $\xi/\sqrt2$ & $\frac{72\sqrt2}{25}$ & $\frac{1728\sqrt2}{125}$\\
 & $1\to0$ & $(\xi-\frac{\xi^2}3)/\sqrt2$ & $-\frac{216\sqrt2}{125}$ & $-\frac{12096\sqrt2}{625}$\\
 & $2\to0$ & $(\xi-\frac{2\xi^2}3+\frac{\xi^3}{18})/\sqrt2$ & $-\frac{504\sqrt2}{625}$ & $\frac{1728\sqrt2}{3125}$\\
$1\to0$ & $0\to0$ & $\xi/\sqrt3$ & $\frac{48\sqrt3}{25}$ & $\frac{1152\sqrt3}{125}$\\
 & $0\to1$ & $(\xi-\frac{\xi^2}2)/\sqrt3$ & $-\frac{336\sqrt3}{125}$ & $-\frac{14976\sqrt3}{625}$\\
 & $1\to0$ & $(2\xi-\frac{\xi^2}3)/\sqrt6$ & $\frac{48\sqrt6}{125}$ & $-\frac{1152\sqrt6}{625}$\\
 & $1\to1$ & $(2\xi-\frac{4\xi^2}3+\frac{\xi^3}6)/\sqrt6$ & $\frac{816\sqrt6}{625}$ & $\frac{56448\sqrt6}{3125}$\\
$2\to1$ & $0\to0$ & $\xi^2/6$ & $\frac{576}{125}$ & $\frac{20736}{625}$
\end{tabular}
\end{center}
For example, $I_0(2\to1)=\frac{12}5-\frac{168}{25}+\frac{1344}{125}-\frac{3456}{625}=\frac{564}{625}$.

The parabolic states, their first-order shifts, the emission pattern and the Lyman $\alpha$ components are now established, and the integrals for Balmer $\alpha$ are tabulated. It remains to combine these integrals into the Balmer $\alpha$ intensities, check both lines by a sum rule, treat equal feeding of the upper states, and find the numerical patterns at $F=10^7$ V/m with their range of validity.
